# Ionic Forces in a Finite Electric Field with Plane Waves

Q: I want the forces on the ions of an insulator in a uniform field. The electronic polarisation is a Berry phase, and it certainly changes when an ion moves. Must I not differentiate that phase to get the force?

A: Let us first write down what is minimised. I use Hartree atomic units, electron charge $-1$, and one dimension with cell length $a$. There are $M$ doubly occupied bands and $N$ equally spaced k points, $\Delta k=2\pi/(Na)$. Ion $I$ has core charge $Z_I$ and position $R_I$. The cell, the mesh, the plane-wave set and the macroscopic field $\mathcal E$ are held fixed. The electric enthalpy per cell is

$$\mathcal F=E_{\rm KS}-\mathcal E\Big(\sum_I Z_IR_I+d_{\rm el}\Big),$$

where $E_{\rm KS}$ is the Kohn–Sham energy functional, including the ion–ion energy, and $d_{\rm el}$ is the electronic dipole per cell.

Q: Position is not a periodic operator. What is $d_{\rm el}$, and where does its sign come from?

A: From the Wannier centres. For one band with Wannier function $w$, the periodic part of the Bloch function is $u_k(x)=\sum_R e^{-ik(x-R)}w(x-R)$. Differentiating with respect to $k$ brings down $-i(x-R)$. The cell integral and one lattice sum then combine into an integral over all space:

$$\langle u_k|\partial_ku_k\rangle=-i\sum_L e^{-ikL}\int w^*(x-L)\,x\,w(x)\,dx .$$

Averaging over $k$ leaves $L=0$, which is $-i\bar x$; repeats at $L=\pm Na,\dots$ vanish as the mesh is refined. Since $\ln\langle u_k|u_{k+\Delta k}\rangle\simeq\Delta k\langle u_k|\partial_ku_k\rangle$, the phases add up to $-N\Delta k\,\bar x=-2\pi\bar x/a$. For several bands the determinant of the overlap matrix adds the centres. Two electrons of charge $-1$ per band give $-2\sum_n\bar x_n$, so

$$d_{\rm el}=\frac a\pi\varphi,\quad \varphi={\rm Im}\ln\prod_k\det S(k,k+\Delta k),$$

$$S_{mn}(k,k')=\sum_G c^*_{mk}(G)\,c_{nk'}(G).$$

On a finite mesh this is the definition of $d_{\rm el}$. The string of k points closes with $c_{k+b}(G)=c_k(G+b)$, $b=2\pi/a$, because both sides describe the same Bloch function.

Q: The phase is defined only modulo $2\pi$. Is the enthalpy then ambiguous?

A: By a constant. Changing branch changes $d_{\rm el}$ by $2a$ and $\mathcal F$ by $2a\mathcal E$, which does not depend on the ions. I follow one branch continuously as an ion moves.

A minimum must also exist. An electron carried along the mesh length $Na$ gains $\mathcal ENa$, so a rough condition for a polarised insulating minimum is $\mathcal ENa$ below the gap. This is a guide, not a sharp limit: the minimum can survive at larger fields. It is a local minimum: in an infinite crystal, transfer of electrons over a long enough distance would always lower the energy.

Q: What does being at the minimum mean for the orbitals?

A: Collect the coefficients at $k$ in a matrix $c_k$, with plane waves as rows and bands as columns, and $c_k^\dagger c_k=1$. Vary $c_k$ alone, and write $k_\pm=k\pm\Delta k$. It enters $S(k,k_+)$ on the left and $S(k_-,k)$ on the right. The second matrix is the adjoint of $S(k,k_-)$, so its determinant has the opposite phase. Using $\delta\ln\det S={\rm Tr}(S^{-1}\delta S)$,

$$\delta\varphi={\rm Im\,Tr}\big[\delta c_k^\dagger D_k\big],\quad D_k=\tilde c_{k+}-\tilde c_{k-},$$

$$\tilde c_{k\pm}=c_{k_\pm}S(k,k_\pm)^{-1}.$$

The Kohn–Sham energy changes by $(4/N)\,{\rm Re\,Tr}[\delta c_k^\dagger H_kc_k]$: one factor 2 for spin, another for the complex-conjugate variation. Because $-{\rm Im}\,z={\rm Re}(iz)$,

$$\delta\mathcal F=\frac4N{\rm Re\,Tr}\Big[\delta c_k^\dagger\Big(H_kc_k+i\mathcal E\frac{aN}{4\pi}D_k\Big)\Big].$$

Allowed changes out of the occupied space are arbitrary, while rotations within it leave $\mathcal F$ unchanged. With $P_k=c_kc_k^\dagger$, stationarity therefore requires

$$(1-P_k)\Big(H_kc_k+i\mathcal E\frac{aN}{4\pi}D_k\Big)=0 .$$

Here $aN/4\pi=1/(2\Delta k)$, so for a fine mesh and smoothly chosen orbitals the field term becomes $i\mathcal E\,\partial_k$ projected out of the occupied space. This is $+\mathcal Ex$, the potential energy of a charge $-1$.

Q: So the orbitals do depend on the ions through a Berry-phase term. Now move an ion. Why should that dependence not appear in the force?

A: Write the total derivative of the minimum value $\mathcal F_{\min}$:

$$\frac{d\mathcal F_{\min}}{dR_I}=\frac{\partial\mathcal F}{\partial R_I}\Big|_c+2\,{\rm Re}\sum_k{\rm Tr}\Big[\frac{dc_k^\dagger}{dR_I}\frac{\partial\mathcal F}{\partial c_k^*}\Big].$$

Stationarity under the constraint says $\partial\mathcal F/\partial c_k^*=c_k\Lambda_k$ with $\Lambda_k$ Hermitian. Each term in the sum is then

$$2\,{\rm Re\,Tr}\Big[\frac{dc_k^\dagger}{dR_I}c_k\Lambda_k\Big]={\rm Tr}\Big[\Lambda_k\frac{d}{dR_I}(c_k^\dagger c_k)\Big]=0 .$$

The last equality uses norm conservation: the constraint is $c_k^\dagger c_k=1$ for every ionic geometry. No derivative of an overlap operator is left. The response of the self-consistent density is included, since it too comes from the coefficients.

Q: That removes the implicit response. I still see $d_{\rm el}$ inside $\partial\mathcal F/\partial R_I$.

A: Look at what it contains. $S$ is a sum of products of coefficients, and the closing rule only relabels plane waves. Neither contains $R_I$. At fixed coefficients $\partial d_{\rm el}/\partial R_I=0$, whereas $\partial(\sum_JZ_JR_J)/\partial R_I=Z_I$. The force $f_I=-d\mathcal F_{\min}/dR_I$ is therefore

$$f_I=-\frac{\partial E_{\rm KS}}{\partial R_I}\Big|_c+Z_I\mathcal E .$$

The first term has the same formula as without a field, but it must be evaluated with the orbitals that minimise $\mathcal F$.

In three dimensions the electronic dipole is $\sum_i(\mathbf a_i/\pi)\bar\varphi_i$, with $\mathbf a_i$ the lattice vectors and $\bar\varphi_i$ the phase along direction $i$, averaged over parallel strings. Those overlaps contain no ionic positions either, so the added force is $Z_I\boldsymbol{\mathcal E}$.

Q: Nonlocal pseudopotentials act differently at each $k$. Could they hide a field term?

A: Take a chain in which everything can be written out. Let $n(G)$ be the Fourier integral of the electron density over a cell and $\rho(G)=\sum_IZ_Ie^{-iGR_I}-n(G)$. With a soft-Coulomb kernel $v(G)=2K_0(|G|s)$, where $K_0$ is the modified Bessel function and $s$ a softening length, the electrostatic energy is $(1/2a)\sum_{G\ne0}v|\rho|^2$. At fixed coefficients $n(G)$ is fixed, and the force from this part is

$$f_I^{\rm es}=\frac1a\sum_{G\neq0}v(G)\,{\rm Re}\big[iGZ_Ie^{-iGR_I}\rho^*(G)\big].$$

For a projector $\beta_I(q)=a^{-1/2}e^{-q^2w^2/2}e^{-iqR_I}$ of width $w$ and strength $D_I$, put $q=k+G$ and $p_{nk}=\sum_G\beta_I^*(q)c_{nk}(G)$. The energy is $(2/N)D_I\sum_{nk}|p_{nk}|^2$. Since $\partial\beta_I^*/\partial R_I=iq\beta_I^*$,

$$f_I^{\rm nl}=-\frac{4D_I}{N}\sum_{nk}{\rm Re}\Big[p_{nk}^*\sum_Giq\,\beta_I^*(q)c_{nk}(G)\Big].$$

The field appears in neither expression. The kinetic energy has no explicit ionic dependence. Nor has the exchange energy, here $-C\int n^{4/3}dx$. A nonlinear core correction would add an explicit exchange–correlation force, but that belongs to $E_{\rm KS}$ and has its zero-field form.

Q: Give me a case in which the formula could fail.

A: Take $a=8$ bohr, four electrons and eight k points, with $s=0.8$ bohr, $w=1$ bohr and $C=0.3$. The core charges are 2, 1, 1 at 0, 3.2 and 4.4 bohr, with projector strengths $0.3,-0.2,0.1$. The field is $0.001$ atomic units, or 5.14 MV/cm. These are model parameters, not those of a named solid.

The gap is 0.308 Ha and $\mathcal ENa=0.001\times8\times8=0.064$ Ha, so the rough condition for a minimum is met. Small random changes of the orbitals, twelve in all, each raised the enthalpy, the least by $9.7\times10^{-7}$ Ha.

For ion 1 the zero-field expression with field-polarised orbitals gives $-0.011139$ Ha/bohr. Adding the core term,

$$f_1=-0.011139+2\times0.001=-0.009139\ \text{Ha/bohr},$$

or $-0.470$ eV/Å. Displacing the ion, minimising again at each position and taking minus the slope of the enthalpy also gives $-0.009139$ Ha/bohr. Over all three ions the largest difference between the two routes is $1.6\times10^{-9}$ Ha/bohr. The numerical output lists each ion.

Q: Perhaps that agreement needs a nearly complete basis.

A: The derivation used a fixed plane-wave set, not a complete one. With the cutoff lowered from 48.2 to 6.25 Ha, the force on ion 2 changes from $-0.06851$ to $-0.06799$ Ha/bohr, about 0.8% of its value. At the low cutoff, formula and slope still agree at $-0.06799183$ Ha/bohr. The identity and the convergence of the force are separate matters. From the 48.2 Ha calculation, going to 84.0 Ha shifts the forces by at most $6.8\times10^{-9}$ Ha/bohr, and doubling the k points by at most $7.2\times10^{-7}$ Ha/bohr.

Q: My physical worry remains. An ion in a crystal responds to a field with its Born effective charge, not its core charge.

A: It does, and the formula contains that. Let $d=\sum_IZ_IR_I+d_{\rm el}$ at the minimum. By the same stationarity argument $\partial\mathcal F_{\min}/\partial\mathcal E=-d$. Exchanging the order of differentiation,

$$\frac{\partial f_I}{\partial\mathcal E}=-\frac{\partial^2\mathcal F_{\min}}{\partial\mathcal E\,\partial R_I}=\frac{\partial d}{\partial R_I}\equiv Z_I^*(\mathcal E).$$

The electronic part of $Z_I^*$ enters through the changed orbitals in the first term of the force. For ion 1 that term moves from $-0.008948$ to $-0.011139$ Ha/bohr when the field is applied, a change of $-0.002191$. The core term adds $+0.002000$, leaving $-0.000191$ Ha/bohr. The dipole derivative gives $Z_1^*=-0.1902$ for eight k points, as does the field derivative of the force; with 32 k points the latter gives $-0.1905$. The net response is opposite to the push on the bare core, because the electronic contribution slightly exceeds it.

Adding $Z_1^*\mathcal E$ in place of $Z_1\mathcal E$ would count the electronic response twice. It would give $-0.01133$ Ha/bohr, which disagrees with the slope.

Q: For ion 2 the force changes by $-0.0000418$ Ha/bohr, but you list $Z_2^*=-0.0529$. Those do not match.

A: The listed charge is the derivative at the final field, and the force change is an integral:

$$f_I(\mathcal E)-f_I(0)=\int_0^{\mathcal E}Z_I^*(\mathcal E')\,d\mathcal E'.$$

The mean charge over the interval is thus $-0.0418$, and the value at its end is $-0.0529$. Both are values for eight k points; with 24 they are about 2% larger in magnitude. The Born charge of this ion depends noticeably on the field. It is small because core and electronic parts nearly cancel, so a modest absolute change is a large relative one.

Q: Is there a check that uses no displaced-ion calculation?

A: Translate everything by $t$. The coefficients become $c_k(G)e^{-i(k+G)t}$, and every link of the string, including the closing one, gives $S\to e^{-i\Delta kt}S$. The determinant takes this factor $M$ times, and there are $N$ links:

$$\varphi\to\varphi-NM\Delta k\,t=\varphi-\frac{2\pi Mt}{a},\quad d_{\rm el}\to d_{\rm el}-2Mt .$$

The ionic dipole grows by $t\sum_IZ_I=2Mt$ in a neutral cell. The enthalpy is unchanged even on a coarse k mesh, provided that the exchange integral is itself translation invariant. Hence

$$\sum_If_I=0,\quad \sum_I\Big(-\frac{\partial E_{\rm KS}}{\partial R_I}\Big|_c\Big)=-\mathcal E\sum_IZ_I .$$

The chain gives $-0.00400000$ Ha/bohr for the second sum, as four core charges require. With the core terms the total is $-1.6\times10^{-11}$ Ha/bohr. A wrong sign of the electronic dipole would spoil this balance.

Q: When would I have to differentiate the Berry phase after all?

A: When the basis moves with the ions. Let $c_k=Q_k(R)C_k$, where the columns of $Q_k$ are orthonormalised atom-centred functions. The variables are now $C_k$, with $C_k^\dagger C_k=1$. The stationarity argument holds at fixed $C$, but moving an ion changes $c_k$ explicitly:

$$f_I=-\frac{\partial E_{\rm KS}}{\partial R_I}\Big|_C+\mathcal E\Big(Z_I+\frac{\partial d_{\rm el}}{\partial R_I}\Big|_C\Big),$$

$$\frac{\partial d_{\rm el}}{\partial R_I}\Big|_C=\frac a\pi\,{\rm Im}\sum_k{\rm Tr}\Big[\Big(\frac{\partial Q_k}{\partial R_I}C_k\Big)^\dagger D_k\Big].$$

With two unnormalised Gaussians per ion, exponents 0.4 and 1.5 bohr$^{-2}$, orthonormalised symmetrically (Löwdin), the last derivative is $-1.139$ for ion 2. The explicit Berry-phase force is thus $-0.001139$ Ha/bohr. Without it the formula gives $-0.05089$ Ha/bohr; with it, $-0.05203$, which matches the slope of the enthalpy minimised in that basis. Only this total is fixed by the space the functions span. The split between the two parts depends on the orthonormalisation: Gram–Schmidt gives $-1.70$ or $-0.79$ for the dipole derivative, depending on the order of the functions, with the same total force. The distance from the plane-wave value $-0.0685$ comes from the incompleteness of this small basis.

If $Q_k$ spanned the whole plane-wave space, the Berry-phase piece could still be nonzero. It would then cancel against the basis-motion part of the $E_{\rm KS}$ derivative, since together they are a first-order allowed variation about a minimum in the full space.

Q: And ultrasoft potentials, or a fixed displacement field?

A: Ultrasoft and projector-augmented methods have an overlap operator and dipole augmentation that depend on $R_I$. Both steps that removed terms then need extra contributions.

For fixed displacement field $\mathcal D$ and fixed cell volume $\Omega$, along one axis in three dimensions, one minimises $E_{\rm KS}+(\Omega/8\pi)(\mathcal D-4\pi P)^2$, where $P$ is the polarisation. At fixed coefficients $\Omega\,\partial P/\partial R_I=Z_I$, so the second term contributes the force $(\mathcal D-4\pi P)Z_I=\mathcal EZ_I$. The form survives, but $\mathcal E$ is now the field found at the minimum.

Q: How near is your chain to a real dielectric?

A: The field is of the size met in strongly driven oxide films, and the gap of 8.4 eV is roughly that of silica. The Born charges, at most 0.24 in magnitude, are far from typical: cations in oxides often have several elementary charges, so their net force response can be ten or more times larger.

Interband tunnelling is left out. In a two-band model with gap $E_g$ and edge curvature $\gamma=d^2E_{\rm gap}/dk^2$, the band velocity is $v=\tfrac12\sqrt{\gamma E_g}$. The decay constant in the gap is $\kappa=\sqrt{(E_g/2)^2-(\mathcal Ex)^2}/v$, so the tunnelling exponent is

$$2\int\kappa\,dx=\frac{\pi E_g^2}{4v\mathcal E}=\frac{\pi E_g^{3/2}}{2\mathcal E\sqrt\gamma}=98 .$$

Bulk tunnelling is negligible in this estimate. It says nothing about injection from electrodes or through defects.

Real films also break the assumption of a uniform field, for instance through trapped charge. If the local macroscopic field differs by 10%, the core term differs by 10%: for unit core charge, about 0.005 eV/Å out of 0.051 eV/Å. The first term of the force changes as well, so the net change must be found from the Born charge.

## Numbers as computed

```
cell length 8.0 bohr; k points 8; plane waves per k 25
soft length 0.8 bohr; projector width 1.0 bohr; exchange C 0.3 a.u.
plane-wave cutoff 48.19 Ha
field 0.0010 a.u. = 5.142 MV/cm
enthalpy at minimum 0.16117555 Ha
smallest rise under random orbital changes 9.66e-07 Ha
dipole per cell, zero field 0.154902 e bohr
dipole per cell, in field 0.177010 e bohr
ION 1: core charge 2 e, position 0.0 bohr, projector 0.3 a.u.
  zero-field force -0.00894801 Ha/bohr
  same expression, field orbitals -0.01113949 Ha/bohr
  core charge times field 0.00200000 Ha/bohr
  force by formula -0.00913949 Ha/bohr = -0.46997 eV/angstrom
  minus slope of minimum -0.00913949 Ha/bohr
  Born charge from dipole -0.19017 e; from force -0.19017 e
  force if Born charge is used wrongly -0.01132966 Ha/bohr
ION 2: core charge 1 e, position 3.2 bohr, projector -0.2 a.u.
  zero-field force -0.06846800 Ha/bohr
  same expression, field orbitals -0.06950977 Ha/bohr
  core charge times field 0.00100000 Ha/bohr
  force by formula -0.06850977 Ha/bohr = -3.52291 eV/angstrom
  minus slope of minimum -0.06850978 Ha/bohr
  Born charge from dipole -0.05287 e; from force -0.05287 e
  force if Born charge is used wrongly -0.06956264 Ha/bohr
ION 3: core charge 1 e, position 4.4 bohr, projector 0.1 a.u.
  zero-field force 0.07741600 Ha/bohr
  same expression, field orbitals 0.07664926 Ha/bohr
  core charge times field 0.00100000 Ha/bohr
  force by formula 0.07764926 Ha/bohr = 3.99289 eV/angstrom
  minus slope of minimum 0.07764927 Ha/bohr
  Born charge from dipole 0.24304 e; from force 0.24304 e
  force if Born charge is used wrongly 0.07689230 Ha/bohr
largest formula-slope difference 1.6e-09 Ha/bohr
sum of forces without core term -0.00400000 Ha/bohr
sum of forces with core term -1.6e-11 Ha/bohr
coarse cutoff 6.25 Ha
coarse ion 2 force: formula -0.06799183, slope -0.06799183 Ha/bohr
largest force shift, cutoff to 83.97 Ha: 6.8e-09 Ha/bohr
largest force shift, 8 to 16 k points: 7.2e-07 Ha/bohr
MOVING GAUSSIAN BASIS, ION 2 (exponents 0.4 and 1.5 bohr^-2)
  explicit dipole derivative -1.13877 e
  explicit Berry-phase force -0.00113877 Ha/bohr
  force without Berry term -0.05089082 Ha/bohr
  force with Berry term -0.05202959 Ha/bohr
  minus slope of minimum -0.05202963 Ha/bohr
band gap 0.30824 Ha = 8.388 eV
field energy over mesh length 0.06400 Ha
two-band tunnelling exponent 97.7; probability per Bloch period 3.6e-43
```
